# Energy Extrapolation and the Renormalized Correction in Selected Configuration Interaction, part 2

Selected CI keeps a subset of determinants, spanning a space \(V\) with projector \(P\). The problem is to estimate the full-CI energy \(E_0\) from such spaces, by adding a second-order correction or by extrapolating to where it vanishes. Functions are real; algebra is in atomic units, numerical energies in eV.

Within the chosen symmetry, \(H\) has ground state \(\Psi_0\) and next level \(E_1>E_0\). The normalized lowest eigenfunction of \(PHP\) in \(V\) is \(\Psi_V\), with energy \(E_V\). Each omitted (external) determinant \(a\) has \(h_a=\langle a|H|\Psi_V\rangle\), \(D_a=H_{aa}-E_V>0\) and first-order amplitude \(c_a=-h_a/D_a\), for

\[
H_0=PHP+\sum_a H_{aa}|a\rangle\langle a| .
\]

Also \(E_2=-\sum_ah_a^2/D_a\) and

\[
N=\sum_a c_a^2=\sum_a\frac{h_a^2}{D_a^2}.
\]

Section 3, with \(C_a\) the external coefficients of the full-CI function scaled to unit overlap with \(\Psi_V\):

\[
E_0-E_V=\sum_a h_aC_a ,
\]
\[
E_V=E_0-\kappa E_2 .
\]

Section 4, for \(E_V<E_1\) and \(\sigma^2=\sum_a h_a^2\):

\[
\kappa\le\frac{\sigma^2/|E_2|}{E_1-E_V},
\]

so \(E_2\to0\) forces \(E_V\to E_0\).

Section 5, for a line through two points with second-order energies \(e_1,e_2\) and ratios \(\kappa_1,\kappa_2\):

\[
E_{\rm line}-E_0=\frac{e_1e_2(\kappa_2-\kappa_1)}{e_2-e_1}.
\]

For a least-squares line with intercept weights \(\omega_i\) and any constant \(k\):

\[
E_{\rm line}-E_0=-\sum_i\omega_i(\kappa_i-k)e_i .
\]

The slope is

\[
\frac{dE_V}{dE_2}=-\kappa-E_2\frac{d\kappa}{dE_2}.
\]

Section 6, for a single missing determinant:

\[
\kappa\ge\frac{D_a}{D_a+E_V-E_0}.
\]

Section 7: the example is a regular H\(_6\) ring, neighbour distance 1.30 angstrom, 6-31G basis, RHF orbitals. The first space is the RHF determinant; each later one adds the external determinants with the largest \(h_a^2/D_a\). Size counts determinants. The sector is the 12136 totally symmetric determinants; \(E_1\) is the next level even under exchange of the spin occupations.

Section 9: the border model keeps \(\Psi_V\) fixed and drops the couplings \(H_{ab}\) between different external determinants. Its lowest eigenvalue is \(E_V-x\), with \(x>0\) and

\[
x=\sum_a\frac{h_a^2}{D_a+x}.
\]

## 10. The factor \(1/(1+N)\)

Write the equation for the root as \(g(x)=0\) with

\[
g(x)=x-\sum_a\frac{h_a^2}{D_a+x}.
\]

At the starting point \(x=0\),

\[
g(0)=-|E_2|,\qquad g'(0)=1+\sum_a\frac{h_a^2}{D_a^2}=1+N .
\]

One Newton step leads to

\[
x_1=-\frac{g(0)}{g'(0)}=\frac{|E_2|}{1+N}.
\]

The energy changes by \(-x_1\). Since \(E_2=-|E_2|\), the renormalized correction is

\[
E_{\rm ren}=\frac{E_2}{1+N}.
\]

The quality of this step within the model can be stated precisely. The algebraic identity

\[
\frac1{D_a+x}=\frac1{D_a}-\frac{x}{D_a^2}+\frac{x^2}{D_a^2(D_a+x)}
\]

is verified by multiplying both sides by \(D_a^2(D_a+x)\): the right side becomes \(D_a(D_a+x)-x(D_a+x)+x^2=D_a^2\), as does the left. Multiply the identity by \(h_a^2\) and sum:

\[
x=|E_2|-Nx+R,\qquad R=x^2\sum_a\frac{h_a^2}{D_a^2(D_a+x)} .
\]

The remainder \(R\) is not negative, and leaving out \(x\) in its denominator makes it larger. With \(T=\sum_ah_a^2/D_a^3\) we therefore have \(0\le R\le x^2T\). Solving for \(x\),

\[
x=\frac{|E_2|+R}{1+N}.
\]

This yields both

\[
\frac{|E_2|}{1+N}\le x\le|E_2|
\]

and

\[
x-\frac{|E_2|}{1+N}\le\frac{x^2T}{1+N}.
\]

The renormalized value approaches the model's root from the side of too little lowering.

A single two-level system shows the sizes. Let the gap be \(D=10\) eV and the coupling \(h=2\) eV. Then \(E_2=-4/10=-0.4\) eV and \(N=4/100=0.04\), so

\[
E_{\rm ren}=-\frac{0.4}{1.04}\ {\rm eV}=-0.3846\ {\rm eV}.
\]

With one external state the border model is the complete problem. Its root solves \(x^2+10x-4=0\) in eV, giving \(x=-5+\sqrt{29}=0.3852\). The renormalized correction is too small in magnitude by 0.0005 eV, while plain second order is too large by 0.015 eV.

## 11. The same factor from a mean energy

The factor has a second meaning, which also shows what the border model omits. Take the function

\[
\Phi=\Psi_V+\sum_ac_a|a\rangle,\qquad \langle\Phi|\Phi\rangle=1+N,
\]

and compute its energy with the full Hamiltonian. The parts are as follows.

- The reference contributes \(E_V\).
- The coupling of the reference to the external determinants appears twice and contributes \(2\sum_ah_ac_a=2E_2\).
- The diagonal external part is \(\sum_aH_{aa}c_a^2\). With \(H_{aa}=D_a+E_V\) this is \(\sum_aD_ac_a^2+E_VN\), and \(\sum_aD_ac_a^2=\sum_ah_a^2/D_a=-E_2\).
- The couplings between different external determinants contribute
\[
E_3=\sum_{a\ne b}c_aH_{ab}c_b ,
\]
which is the third-order energy for the chosen \(H_0\).

The sum is \(E_V(1+N)+E_2+E_3\). Division by the norm gives

\[
\frac{\langle\Phi|H|\Phi\rangle}{\langle\Phi|\Phi\rangle}=E_V+\frac{E_2+E_3}{1+N}.
\]

In the border model \(E_3\) is absent, and the mean energy is \(E_V+E_2/(1+N)\). The renormalized energy is thus variational for the border model. This is why it cannot fall below the model's eigenvalue, in agreement with the inequality of section 10.

For the full Hamiltonian the upper bound to \(E_0\) is the expression that includes \(E_3\). If \(E_3\) is dropped, the bound is lost. Computing \(E_3\) needs the couplings within the external space, which is the labour that a second-order correction avoids.

## 12. When renormalization helps

Define the ratio that belongs to the renormalized correction:

\[
\kappa_{\rm r}=\frac{E_0-E_V}{E_{\rm ren}}=\kappa(1+N),
\qquad E_V=E_0-\kappa_{\rm r}E_{\rm ren}.
\]

In the border model, where \(E_V-x\) plays the part of \(E_0\), the result for \(x\) gives

\[
\kappa=\frac{1+R/|E_2|}{1+N},\qquad \kappa_{\rm r}=1+\frac{R}{|E_2|}.
\]

Renormalization removes the factor that contains \(N\) and leaves a remainder of higher order in the couplings. For small \(N\) the removed factor is about \(1-N\), which adds a term of about \(-N|E_2|\) to \(E_V\) as a function of \(|E_2|\). If \(N\) shrinks in proportion to \(|E_2|\), this term is quadratic and bends the plot. Using \(E_{\rm ren}\) on the axis takes out this source of curvature.

The full Hamiltonian has other sources. Since the mean energy in section 11 is not below \(E_0\),

\[
-\kappa E_2+\frac{E_2+E_3}{1+N}\ge0 .
\]

Multiply by the positive quantity \((1+N)/|E_2|\). With \(E_2=-|E_2|\) the first term becomes \(\kappa_{\rm r}\) and the second becomes \(-1-E_3/E_2\):

\[
\kappa_{\rm r}\ge1+\frac{E_3}{E_2}.
\]

When \(E_3\) is negative the ratio \(E_3/E_2\) is positive, and \(\kappa_{\rm r}\) exceeds one. The renormalized correction then recovers too little of the missing energy.

A simple criterion decides which correction is closer to full CI for a given space. The errors are

\[
E_V+E_2-E_0=(1-\kappa)E_2,
\]
\[
E_V+E_{\rm ren}-E_0=\Big(\frac1{1+N}-\kappa\Big)E_2 .
\]

The question is whether \(\kappa\) lies nearer to 1 or to \(1/(1+N)\). For \(N>0\) the renormalized correction is better if

\[
\kappa<\frac12\Big(1+\frac1{1+N}\Big).
\]

In particular, it is worse whenever \(\kappa\ge1\): second order is then already too small in magnitude or just right, and the factor makes it smaller.

## 13. Comparison with full CI for the ring

The H\(_6\) ring of section 7 gives the following errors relative to full CI in the same basis, in eV. The last column is the mean energy of \(\Phi\) with the full Hamiltonian.

| size | \(E_V+E_2\) | \(E_V+E_{\rm ren}\) | mean energy |
|---:|---:|---:|---:|
| 1 | −0.0625 | 0.3209 | 0.6586 |
| 50 | 0.0841 | 0.0977 | 0.0810 |
| 151 | 0.0340 | 0.0350 | 0.0286 |
| 301 | 0.0097 | 0.0098 | 0.0078 |
| 601 | 0.0022 | 0.0022 | 0.0019 |
| 1200 | 0.0007 | 0.0007 | 0.0005 |

As a direct estimate, the renormalized correction does not improve on plain second order for any of these spaces. The reasons differ between the first row and the others.

For the RHF determinant \(N=0.1399\), and

\[
E_{\rm ren}=-\frac{3.1244}{1.1399}\ {\rm eV}=-2.741\ {\rm eV}.
\]

The border model, solved by diagonalization, has an error of 0.276 eV, so its lowering is \(3.062-0.276=2.786\) eV. This lies between 2.741 and 3.124 eV, as it must. The Newton step is therefore good to 0.045 eV; most of the error of 0.321 eV belongs to the model.

Plain second order profits from a cancellation. Here \(1/(1+N)=0.877\) and \(\kappa_{\rm r}=1.117\), with the product \(\kappa=0.980\). The first factor says that second order overshoots because it uses denominators that are too small. The second is itself a product: \(2.786/2.741=1.016\) is the remainder \(1+R/|E_2|\) of the border model, and \(3.062/2.786=1.099\) is the further lowering by effects outside the model. The criterion of section 12 puts the dividing value at \((1+0.877)/2=0.939\), and 0.980 lies above it. This outcome belongs to the basis: in cc-pVDZ, with CCSD(T) as the reference, the RHF determinant has \(N=0.156\) and \(\kappa=0.926\), just below the dividing value of 0.933, and the renormalized correction is slightly the closer one.

In the same row \(E_3=+0.385\) eV, so the mean energy lies 0.659 eV above full CI. The lower bound \(1+E_3/E_2=0.877\) of section 12 is far below the actual \(\kappa_{\rm r}\). First-order amplitudes from a single determinant are thus a poor trial function here, even though the second-order energy happens to be good.

For every larger space in the table \(\kappa>1\), and the factor must make the result worse. The harm fades with \(N\), which falls to 0.016 at size 50 and to 0.0001 at size 1200. From size 601 onward the two corrections agree to the digits shown. The third-order energy is now negative, but it explains a minor part of the excess of \(\kappa_{\rm r}\) over one. At size 50,

\[
1+\frac{E_3}{E_2}=1+\frac{0.0170}{0.8451}=1.020,
\]

whereas \(\kappa_{\rm r}=1.118\). The difference comes from changes of the wavefunction beyond \(\Phi\), both in the external amplitudes and inside \(V\). The calculation does not separate these two.

## 14. Extrapolation with the renormalized correction

The quality of an extrapolation depends on how much the ratio changes, not on its distance from one. Here are the two ratios side by side.

| size | \(N\) | \(\kappa\) | \(\kappa_{\rm r}\) |
|---:|---:|---:|---:|
| 1 | 0.1399 | 0.980 | 1.117 |
| 50 | 0.0165 | 1.100 | 1.118 |
| 151 | 0.0042 | 1.139 | 1.144 |
| 301 | 0.0012 | 1.114 | 1.115 |
| 601 | 0.0004 | 1.062 | 1.062 |
| 1200 | 0.0001 | 1.055 | 1.055 |

Over the whole series \(\kappa\) spans 0.16 and \(\kappa_{\rm r}\) spans 0.09. The narrower span is due to the single-determinant point alone: over the other five spaces \(\kappa\) spans 0.0839 and \(\kappa_{\rm r}\) spans 0.0885. Since \(\kappa_{\rm r}=\kappa(1+N)\) and \(N\) falls along the series, the factor offsets a rise of \(\kappa\) and adds to a fall. A gain therefore appears here only for the small spaces, where \(N\) changes appreciably and \(\kappa\) is still rising. A line through the first two points illustrates it. With plain second order,

\[
\frac{(-3.1244)(-0.8451)(1.0995-0.9800)}{-0.8451+3.1244}\ {\rm eV}\approx0.138\ {\rm eV}.
\]

With the renormalized values \(-2.7410\) and \(-0.8314\) eV, and \(\kappa_{\rm r}\) changing from 1.1171 to 1.1176, the same formula gives less than 0.001 eV. Such closeness is accidental: if the second space is grown in smaller steps, to 53 determinants, the same line misses by 0.039 eV, against 0.136 eV with the plain correction. The second and third points give about 0.009 eV with the renormalized correction, against 0.014 eV with the plain one.

For the larger spaces the advantage disappears. Between sizes 301 and 1200 both ratios fall by about 0.06. The line through the last three points misses full CI by \(-0.00155\) eV with the plain correction and \(-0.00158\) eV with the renormalized one, and the slopes are both \(-1.13\). What bends the plot there is not the effect that the factor removes.

## 15. Growing systems

The factor \(1/(1+N)\) has a defect that one molecule does not show. Consider \(M\) identical systems that do not interact, and take one reference determinant for each, with every orbital confined to one system. The total reference is their product, and the Hamiltonian is a sum of separate terms. Acting on the reference, it excites one system at a time, at the same cost as in a single system. Let \(e\) and \(n\) be the second-order energy and the norm for one system. Then

\[
E_2=Me,\qquad N=Mn,\qquad E_{\rm ren}=\frac{Me}{1+Mn}.
\]

The exact energy is proportional to \(M\). So is \(E_2\) when the orbitals are confined in this way; orbitals spread over several systems change the Epstein–Nesbet denominators, and the proportionality can then be lost. The renormalized correction is not proportional to \(M\) even with confined orbitals. Per system it is \(e/(1+Mn)\), which tends to zero, while the total tends to the finite value \(e/n\).

For the two-level system of section 10, with \(e=-0.4\) eV and \(n=0.04\), eight copies give

\[
\frac{E_{\rm ren}}8=-\frac{0.4}{1+8\times0.04}\ {\rm eV}=-0.303\ {\rm eV},
\]

compared with the exact \(-0.385\) eV per copy and the plain \(-0.400\) eV. For one copy the renormalized value was the better one; for eight it is the worse one.

The border model shows why the proportionality is lost. With many systems, states in which two or more are excited at once become important. They are reached from the singly excited determinants by couplings that the model leaves out. The model therefore lets the systems compete for one shared reference. Its root \(x\) still grows without limit: for large \(M\) the equation of section 9 becomes \(x^2\approx\sum_ah_a^2\), and since this sum is proportional to \(M\), \(x\) grows as \(\sqrt M\). That the renormalized total instead levels off at \(e/n\) is a further error, which comes from stopping after one Newton step.

## 16. Conditions for use

Both methods rest on positive \(D_a\). If some \(D_a\) is close to zero while \(h_a\) is not, then \(E_2\) and \(N\) become very large, and that determinant belongs in \(V\). Both methods also need \(\Psi_V\) to follow the intended state. The condition \(E_V<E_1\) in its symmetry was used for the bound of section 4. It guarantees a nonzero overlap with \(\Psi_0\), not a large one: the squared overlap is at least \((E_1-E_V)/(E_1-E_0)\), which is small when \(E_V\) lies just below \(E_1\), and \(\kappa\) can then be very large. For the results derived here the condition is sufficient rather than necessary: the identity of section 3 needs only a nonzero overlap with \(\Psi_0\), and the argument for the intercept needs the condition only from some space of the series onward.

Within these conditions the intercept at vanishing correction is the full-CI energy for either choice of axis, because \(N\to0\) as \(E_2\to0\) when the \(D_a\) stay above a positive value. The straightness of the plot must be judged from the points. One practical check is to repeat the fit without its smallest space: in the ring this moved the plain intercept error from \(-0.00155\) to \(-0.00015\) eV. A shift of this kind shows that \(\kappa\) is not constant, but it is not a bound on the error. The absence of a shift proves little: points that lie exactly on a line with a wrong intercept give none, although \(\kappa\) changes from point to point.

The numerical check asserts the energy identity of section 3, the upper bound of section 4, the lower bound of section 6, the border-model root and its inequalities, the mean-energy formula of section 11 with its variational property, and the formula for independent copies. It also compares the two-point error formula with the energies, though with a tolerance about as large as that error. The least-squares error formula, the slope formula and the criterion of section 12 are not asserted there.

## Computed results

```
H6 ring, 6-31G, neighbour distance = 1.30 angstrom
orbitals = 12, all determinants = 48400, sector = 12136
RHF total energy     = -85.4977 eV
full-CI total energy = -88.5596 eV = -3.254505 hartree
E1 - E0 in the sector = 8.917 eV
weight of RHF determinant in full CI = 0.8703
size | E_V-E0 (eV) | E2 (eV) | N | kappa | kappa_r
    1    3.0619   -3.1244  0.13987  0.9800  1.1171
   50    0.9291   -0.8451  0.01645  1.0995  1.1176
  151    0.2790   -0.2450  0.00421  1.1388  1.1436
  301    0.0950   -0.0853  0.00121  1.1137  1.1150
  601    0.0371   -0.0349  0.00041  1.0620  1.0624
 1200    0.0141   -0.0134  0.00014  1.0549  1.0551
errors against full CI (eV):
size | E_V+E2 | E_V+E2/(1+N) | border model | Rayleigh
    1   -0.0625    0.3209    0.2761    0.6586
   50    0.0841    0.0977    0.0975    0.0810
  151    0.0340    0.0350    0.0350    0.0286
  301    0.0097    0.0098    0.0098    0.0078
  601    0.0022    0.0022    0.0022    0.0019
 1200    0.0007    0.0007    0.0007    0.0005
size | E2/(1+N) (eV) | E3 (eV) | upper bound on kappa
    1   -2.7410    0.3849    5.295
   50   -0.8314   -0.0170    7.026
  151   -0.2440   -0.0065    7.374
  301   -0.0852   -0.0020    8.628
  601   -0.0349   -0.0003   10.032
 1200   -0.0134   -0.0002   11.079
plain: slope of line, last 3 points = -1.1290
  intercept error = -0.00155 eV = -0.0569 millihartree
  two-point intercept error = -0.00015 eV
renormalized: slope of line, last 3 points = -1.1307
  intercept error = -0.00158 eV = -0.0579 millihartree
  two-point intercept error = -0.00016 eV
one determinant missing: its full-CI coefficient = 0.00995
  E_V-E0 = 0.007953 eV, E2 = -0.007645 eV
  kappa = 1.0402, lower bound = 0.9999
two-level copies: gap = 10.0 eV, coupling = 2.0 eV
copies | exact | E2 | renormalized, each per copy (eV)
  1  -0.38516  -0.40000  -0.38462
  4  -0.38516  -0.40000  -0.34483
  8  -0.38516  -0.40000  -0.30303
```
